# The Marcus peak field of polaron hopping in hafnium-oxide-like films

## The physical situation

A voltage of 5 V across a 10 nm oxide film in a memory cell gives a field of 5 MV/cm. Suppose that a charge in the film is a small polaron: it sits on one site, and the surrounding ions have relaxed around it. To hop, it needs a lattice distortion that makes its present site and the next one equal in energy. A field that lowers the next site makes this easier, up to a point. If the next site lies too low, the lattice must distort again to absorb the surplus energy, and the rate falls. This falling side is the Marcus inverted region.

At what field does the forward rate turn over, and can an oxide film reach that field? Take a hop of length \(a=0.3\) nm and a reorganization energy \(\lambda=0.8\) eV. The leading answer comes from a classical lattice, and its first correction from the quantum nature of the phonons.

## Energies and conventions

Let \(q>0\) be the magnitude of the charge and \(F\) the field, with the hop along the electric force. The energy released by a forward hop is

\[
\varepsilon=qFa .
\]

Here \(F\) is the macroscopic field. Two sites related by a lattice translation have identical surroundings, so the polarization energies cancel in their difference and the average potential drop remains. No Lorentz local-field factor enters. For other pairs of sites, and in an amorphous film, the drop over a single hop can differ from \(Fa\); only the average along a long path is fixed by \(F\). The model below uses \(Fa\) for every hop.

Describe the lattice by one scaled coordinate \(x\), with \(x=0\) relaxed around the first site and \(x=1\) around the second:

\[
U_1=\lambda x^2,\qquad U_2=\lambda(x-1)^2-\varepsilon .
\]

At \(x=0\) and zero field, moving the charge without moving the ions costs \(U_2-U_1=\lambda\), which defines the reorganization energy. In general the gap is

\[
G=U_2-U_1=\lambda(1-2x)-\varepsilon .
\]

The surfaces cross where \(G=0\), at \(x_c=(\lambda-\varepsilon)/(2\lambda)\). The energy needed to get there is

\[
U_1(x_c)=\lambda x_c^2=\frac{(\lambda-\varepsilon)^2}{4\lambda}.
\]

It vanishes at \(\varepsilon=\lambda\) and grows again beyond.

## Leading order: the classical lattice

Let the electronic coupling \(J\) between the sites be weak, and let \(J\) and \(\lambda\) not depend on the field. The golden rule, averaged over thermal lattice configurations, gives

\[
k=\frac{2\pi}{\hbar}J^2\,\langle\delta(G)\rangle .
\]

The weight \(e^{-\lambda x^2/k_BT}\) is a Gaussian with mean zero and variance \(k_BT/(2\lambda)\). Since \(G\) is linear in \(x\) with slope \(-2\lambda\), it is Gaussian too, with mean \(\lambda-\varepsilon\) and variance

\[
4\lambda^2\,\frac{k_BT}{2\lambda}=2\lambda k_BT .
\]

The average of \(\delta(G)\) is the probability density of \(G\) at zero, so

\[
k(\varepsilon)=\frac{2\pi}{\hbar}\frac{J^2}{\sqrt{4\pi\lambda k_BT}}
\exp\left[-\frac{(\lambda-\varepsilon)^2}{4\lambda k_BT}\right].
\]

The logarithmic derivative is

\[
\frac{d\ln k}{d\varepsilon}=\frac{\lambda-\varepsilon}{2\lambda k_BT}.
\]

It is positive below \(\varepsilon=\lambda\) and negative above, so the maximum lies at

\[
F^*=\frac{\lambda}{qa}=\frac{0.8\ \text{V}}{0.3\ \text{nm}}=2.67\ \text{V/nm}=26.7\ \text{MV/cm}.
\]

Temperature and coupling have dropped out. They set the height of the peak, and temperature also sets its width. At 300 K, \(k_BT=0.02585\) eV, and the standard deviation is \(\sqrt{2\lambda k_BT}=0.203\) eV in energy, or 6.8 MV/cm in field.

The reverse hop has \(\varepsilon\) replaced by \(-\varepsilon\). The prefactors cancel in the ratio:

\[
\frac{k_r}{k}=\exp\left[\frac{(\lambda-\varepsilon)^2-(\lambda+\varepsilon)^2}{4\lambda k_BT}\right]=e^{-\varepsilon/k_BT}.
\]

At the peak this is \(3.6\times10^{-14}\), so the net rate \(k-k_r\) peaks at the same field to any useful precision.

## The low-field limit and its correction

A device works far below the peak. Expanding the square in the exponent gives

\[
\ln\frac{k(\varepsilon)}{k(0)}=\frac{\lambda^2-(\lambda-\varepsilon)^2}{4\lambda k_BT}
=\frac{\varepsilon}{2k_BT}-\frac{\varepsilon^2}{4\lambda k_BT}.
\]

The first term is a plain exponential field law: half of the energy gained per hop is taken off the barrier. The second term bends the curve downward. It can be dropped while \(\varepsilon\ll\sqrt{4\lambda k_BT}\approx0.29\) eV, which means fields well below about 10 MV/cm here. Without it there would be no peak, so data that fit the exponential law at low field do not by themselves locate the turnover.

Take 5 MV/cm as a rough breakdown field. Then \(\varepsilon=0.5\ \text{V/nm}\times0.3\ \text{nm}\times q=0.15\) eV, and the two factors are

\[
e^{0.15/(2\times0.02585)}=18.2,\qquad
e^{-0.15^2/(4\times0.8\times0.02585)}=0.762 .
\]

Their product is 13.9. The barrier has dropped from 0.200 eV to \(0.65^2/3.2=0.132\) eV. At breakdown the rate is still rising with field.

For absolute rates take \(J=0.01\) eV, a rough model value. The prefactor is

\[
\frac{2\pi(0.01\ \text{eV})^2}{\hbar\sqrt{4\pi(0.8)(0.02585)}\ \text{eV}}=1.87\times10^{12}\ \text{s}^{-1},
\]

which is the rate at the peak. It compares with \(8.2\times10^{8}\ \text{s}^{-1}\) at zero field and \(1.13\times10^{10}\ \text{s}^{-1}\) at breakdown. At 400 K, with the other parameters fixed, the peak stays at 26.7 MV/cm and its height falls by \(\sqrt{300/400}\), to \(1.62\times10^{12}\ \text{s}^{-1}\).

## First correction: quantum phonons

Now let the lattice be a quantum oscillator of frequency \(\omega\). With the charge on the first site, \(H_1=\hbar\omega b^\dagger b\), leaving out the common zero-point energy. On the second site the oscillator is displaced:

\[
H_2=\hbar\omega(b^\dagger-\sqrt S)(b-\sqrt S)=DH_1D^\dagger,\qquad D=e^{\sqrt S(b^\dagger-b)} .
\]

The electronic energy \(-\varepsilon\) is kept separate. At the old equilibrium the displaced oscillator has energy \(S\hbar\omega\), so \(S=\lambda/\hbar\omega\).

Let \(W(E)\) be the probability density that the sudden transfer of the charge leaves the lattice with extra energy \(E\). Energy conservation requires \(E=\varepsilon\), hence \(k=(2\pi/\hbar)J^2W(\varepsilon)\). The Fourier transform of \(W\) is

\[
\Phi(t)=\int W(E)e^{-iEt/\hbar}dE=\langle e^{iH_1t/\hbar}e^{-iH_2t/\hbar}\rangle
=\langle D(t)D^\dagger\rangle ,
\]

where \(D(t)=e^A\) and \(D^\dagger=e^B\), with

\[
A=\sqrt S(b^\dagger e^{i\omega t}-be^{-i\omega t}),\qquad B=-\sqrt S(b^\dagger-b).
\]

Their commutator is a number, \([A,B]=-2iS\sin\omega t\), so \(e^Ae^B=e^{A+B}e^{[A,B]/2}\). For a thermal oscillator, the average of the exponential of a linear operator is \(\langle e^{A+B}\rangle=e^{\langle(A+B)^2\rangle/2}\). With the mean phonon number \(n=1/(e^{\hbar\omega/k_BT}-1)\),

\[
\langle(A+B)^2\rangle=-S|e^{i\omega t}-1|^2(2n+1)=-2S(2n+1)(1-\cos\omega t).
\]

Therefore

\[
\ln\Phi=-S(2n+1)(1-\cos\omega t)-iS\sin\omega t
\]
\[
\phantom{\ln\Phi}=S\left[(n+1)(e^{-i\omega t}-1)+n(e^{i\omega t}-1)\right].
\]

The cumulants \(\kappa_r\) of the absorbed energy are defined by \(\ln\Phi=\sum_r\kappa_r(-it/\hbar)^r/r!\). Expanding the two exponentials gives \(\kappa_r=S(\hbar\omega)^r[(n+1)+(-1)^rn]\), so

\[
\kappa_1=\lambda,\qquad
\kappa_2=\lambda\hbar\omega\coth\frac{\hbar\omega}{2k_BT},\qquad
\kappa_3=\lambda(\hbar\omega)^2 ,
\]

where \(2n+1=\coth(\hbar\omega/2k_BT)\) was used. The mean absorbed energy is \(\lambda\) at any temperature. The variance tends to \(2\lambda k_BT\) when \(\hbar\omega\ll k_BT\), which recovers the Marcus width. The third cumulant makes the distribution lopsided and moves its maximum away from its mean.

One ideal mode gives a comb of lines spaced by \(\hbar\omega\), because \(\Phi\) is periodic in time. A sufficiently broad spread of phonon frequencies smooths the comb; a narrow one leaves several maxima. The results below assume a smooth line. The smooth envelope comes from the part of \(\Phi\) near \(t=0\). Keeping the third cumulant to first order multiplies the Gaussian transform by \(1+\kappa_3(-it/\hbar)^3/6\). In the inverse transform, \(it/\hbar\) acts as \(d/d\varepsilon\), so

\[
W\simeq g-\frac{\kappa_3}{6}\frac{d^3g}{d\varepsilon^3}
=g\left[1+c\,(z^3-3z)\right],
\]

where \(g\) is the Gaussian of mean \(\lambda\) and variance \(\kappa_2\), and

\[
z=\frac{\varepsilon-\lambda}{\sqrt{\kappa_2}},\qquad c=\frac{\kappa_3}{6\kappa_2^{3/2}} .
\]

To first order in \(c\), \(\ln W\) is a constant plus \(-z^2/2+c(z^3-3z)\). Its derivative vanishes when \(-z+c(3z^2-3)=0\). Since \(z\) is itself of order \(c\), the term \(3cz^2\) is of higher order, and \(z=-3c\). Multiplying by \(\sqrt{\kappa_2}\),

\[
\Delta\varepsilon=-\frac{\kappa_3}{2\kappa_2}=-\frac{\hbar\omega}{2}\tanh\frac{\hbar\omega}{2k_BT}.
\]

The corrected peak field is therefore

\[
F^*\simeq\frac{1}{qa}\left[\lambda-\frac{\hbar\omega}{2}\tanh\frac{\hbar\omega}{2k_BT}\right].
\]

For \(\hbar\omega\ll k_BT\) the shift tends to \(-(\hbar\omega)^2/(4k_BT)\) and vanishes in the classical limit. For \(k_BT\ll\hbar\omega\) it tends to \(-\hbar\omega/2\). The expansion needs small \(c\), which at low temperature means \(S\gg1\).

With a rough phonon energy of 0.05 eV, \(S=16\) and \(\hbar\omega/2k_BT=0.967\). The shift is \(-0.025\tanh(0.967)=-0.0187\) eV. Maximizing the smooth continuation of the full thermal line weights gives \(-0.0190\) eV and a peak at 26.0 MV/cm. The correction is about 2% of the leading result.

The approach to the classical limit was tested by diagonalizing the displaced oscillator at 300 K and comparing its rate with the Marcus rate at \(\varepsilon=0.4\), 0.8 and 1.2 eV. The largest error, relative to the Marcus rate, is 7.5% for a 0.02 eV phonon and 2.0% for a 0.01 eV phonon.

The expansion describes the neighbourhood of the peak, not the low-field tail. At \(\varepsilon=0\) one has \(z\approx-3.5\), and the supposedly small term \(c(z^3-3z)\) is about \(-0.8\). The full thermal weights must be used there. They give a quantum rate 1.89 times the classical one at zero field and 1.79 times at 5 MV/cm. These two factors belong to the smooth continuation for a single 0.05 eV mode. A spectrum centred near that energy and broad enough to smooth the comb changes them somewhat, but quantum phonons still roughly double the operating rate in this model while barely moving the peak.

## Stronger coupling

The golden rule requires the charge usually to stay on its original surface when the lattice passes the crossing. A useful measure is the peak rate divided by the phonon frequency: \(1.87\times10^{12}/1.21\times10^{13}=0.155\). This is below one but not tiny, so the peak height is a rough figure. At \(J=0.1\) eV the same formula would give a ratio a hundred times larger, about 15, and would no longer be usable.

For strong coupling the lattice moves on the lower mixed surface

\[
E_-=\frac{U_1+U_2}{2}-\sqrt{u^2+J^2},\qquad u=\frac{U_2-U_1}{2}.
\]

Put \(y=1-2x\), so that \(u=(\lambda y-\varepsilon)/2\) and \(du/dx=-\lambda\). Then

\[
\frac{dE_-}{dx}=-\lambda y+\frac{\lambda u}{\sqrt{u^2+J^2}}=0 .
\]

Write \(u=J\cot\varphi\) with \(0<\varphi<\pi\). The stationary condition becomes \(y=\cos\varphi\), and inserting this in \(2u=\lambda y-\varepsilon\) gives

\[
\varepsilon=\lambda\cos\varphi-2J\cot\varphi .
\]

For \(2J<\lambda\), the right side rises from \(-\infty\) at small \(\varphi\) to a local maximum, falls to a local minimum and then rises again. Below that maximum, two solutions near it are the initial well and the barrier top. They merge where the derivative vanishes:

\[
-\lambda\sin\varphi+\frac{2J}{\sin^2\varphi}=0
\quad\Rightarrow\quad \sin^3\varphi=\frac{2J}{\lambda}.
\]

Substituting \(2J=\lambda\sin^3\varphi\) gives \(\varepsilon=\lambda\cos\varphi(1-\sin^2\varphi)=\lambda\cos^3\varphi\). Since \(\cos^2\varphi+\sin^2\varphi=1\),

\[
\varepsilon^{2/3}+(2J)^{2/3}=\lambda^{2/3}.
\]

The forward barrier on this surface vanishes at 12.5 MV/cm for \(J=0.1\) eV. For \(J=0.01\) eV the figure is 23.3 MV/cm, but there the charge mostly does not follow the lower surface. These fields are where the barrier of the two-site surface disappears altogether; activation stops limiting the rate earlier. For \(J=0.1\) eV the barrier is 0.050 eV at 5 MV/cm, falls to \(k_BT\) at 300 K near 7.6 MV/cm and is 0.009 eV at 10 MV/cm. The figures also belong to two sites only. If each site has its own classical distortion, with binding energy \(\lambda/2\), a third site further along the field lowers the 12.5 MV/cm to about 9.4 MV/cm. On a simple cubic lattice of such sites with \(J=0.1\) eV, the small polaron at zero field (\(-0.49\) eV) lies above the band bottom (\(-6J=-0.60\) eV) and is only metastable. None of these fields is a Marcus peak, and no inverted region has been shown to begin there.

## Other sites and escape into a band

The condition \(\varepsilon=\lambda\) shows how geometry and disorder act. If \(\lambda\) is held fixed, a hop at 30 degrees to the field gains less energy and peaks at 30.8 MV/cm. A 0.6 nm hop peaks at 13.3 MV/cm. If the next site already lies 0.1 eV lower, a 0.3 nm hop peaks at 23.3 MV/cm. That is the peak of this one hop. In a chain where higher and lower sites alternate, with the same \(\lambda\), \(J\) and hop length throughout, the uphill hops are the slower ones below 26.7 MV/cm and the downhill hops are the slower ones above it. At 26.7 MV/cm one hop releases 0.1 eV too little and the other 0.1 eV too much, so their rates are equal, and the steady current peaks there. To bring the peak down to 5 MV/cm would take a 1.6 nm hop at \(\lambda=0.8\) eV, or \(\lambda=0.15\) eV at \(a=0.3\) nm.

A strong field can also pull the charge out of its site into a wide band. This cannot be the band formed by the hopping sites themselves: with \(J=0.01\) eV and \(a=0.3\) nm, its mass would be \(\hbar^2/(2Ja^2)\), about 42 free-electron masses. It must be a separate band, as when the hopping sites are defects and the band belongs to the host oxide. Model the escape as tunnelling through a triangular barrier, with its height set equal to \(\lambda\) for illustration. The true height is the energy needed to reach the band edge with the ions frozen, and the hopping model does not fix it. For mass \(m\), the WKB exponent is

\[
\int_0^{\lambda/qF}\frac{2}{\hbar}\sqrt{2m(\lambda-qFs)}\,ds
=\frac{4\sqrt{2m}\,\lambda^{3/2}}{3\hbar qF}.
\]

With the free-electron mass it is 9.78 at 5 MV/cm and 1.83 at the Marcus peak, giving transmissions of \(5.7\times10^{-5}\) and 0.16. At the peak the barrier is as thin as one hop, so the second figure is crude, but escape can no longer be assumed to be rare.

Escape may matter even at breakdown. It would match the hopping rate if the charge tried the barrier \(1.13\times10^{10}/5.7\times10^{-5}\approx2\times10^{14}\) times per second. This uses the classical hopping rate; the quantum factor of 1.79 found above raises the requirement to about \(3.6\times10^{14}\) per second. Whether the charge tries that often depends on the shape of its well, which the hopping model does not specify. The result depends strongly on the mass: at 0.2 free-electron masses the exponent at 5 MV/cm is 4.37, and about \(9\times10^{11}\) attempts per second would match the classical rate. Neither the attempt rate nor the barrier height was calculated, so this comparison says that band escape cannot be dismissed, not that it dominates.

## What this means for a real film

The parameters are rough model values for a hafnium-oxide-like film, not measured properties of one: a hop of roughly one interatomic spacing, a reorganization energy of several tenths of an electronvolt, and a breakdown field of roughly 5 MV/cm. Breakdown depends on thickness, area, film quality and stress time, so 10 MV/cm serves as a generous upper case. The classical peak is 5.3 times the first field and 2.7 times the second. The coupling of 0.01 eV was chosen to keep the golden rule usable; a coupling near 0.1 eV would break that assumption. It would bring the two-site barrier down to \(k_BT\) near 7.6 MV/cm and remove it at 12.5 MV/cm, or earlier once further sites along the field are included. Amorphous or defective films also break the assumption of equivalent sites, and the 0.1 eV offset above moves the peak of a single downhill hop by 3.3 MV/cm, though not the peak of the current through an alternating chain.

For short hops with these parameters, a fall in current below breakdown should therefore not be assigned to the Marcus inverted region without evidence for a much longer hop, a much smaller \(\lambda\), a local potential drop several times \(Fa\) (as across the gap at a filament tip) or a current limited by a single hop to a site that already lies much lower in energy. The 27 MV/cm figure is a property of the hopping model, not a field at which an intact film is expected to show a maximum. The numerical output below lists the main values.

## Values computed for the example and the checks

```
hop length: 0.30 nm
reorganization energy: 0.80 eV
electronic coupling (rough): 0.010 eV
phonon energy (rough): 0.050 eV
temperature: 300 K
thermal energy kT: 0.02585 eV
breakdown field (rough): 5.0 MV/cm
generous breakdown field (rough): 10.0 MV/cm
peak field, formula: 26.67 MV/cm
peak field, numerical: 26.67 MV/cm
peak field of net rate: 26.67 MV/cm
peak field at 400 K: 26.67 MV/cm
peak / breakdown: 5.33
peak / generous breakdown: 2.67
peak standard deviation, energy: 0.203 eV
peak standard deviation, field: 6.78 MV/cm
energy gain per hop at breakdown: 0.150 eV
barrier at zero field: 0.200 eV
barrier at breakdown: 0.132 eV
rate at zero field: 8.18e+08 1/s
rate at breakdown: 1.13e+10 1/s
rate at peak: 1.87e+12 1/s
rate at peak, 400 K: 1.62e+12 1/s
rate gain, zero field to breakdown: 13.9
  exponential field factor: 18.2
  Marcus curvature factor: 0.762
reverse/forward at breakdown: 3.03e-03
reverse/forward at peak: 3.6e-14
hop length for peak at breakdown: 1.60 nm
lambda for peak at breakdown: 0.15 eV
peak, hop 30 degrees off field: 30.79 MV/cm
peak, hop of 0.6 nm, same lambda: 13.33 MV/cm
peak, 0.1 eV downhill site: 23.33 MV/cm
quantum error vs Marcus, 0.02 eV phonon: 7.5 %
quantum error vs Marcus, 0.01 eV phonon: 2.0 %
quantum peak shift, numerical: -0.0190 eV
quantum peak shift, cumulant: -0.0187 eV
peak field with quantum phonons: 26.03 MV/cm
quantum/classical rate, zero field: 1.89
quantum/classical rate, breakdown: 1.79
phonon frequency: 1.21e+13 1/s
peak rate / phonon frequency: 0.155
barrier vanishes, J=0.01 eV: 23.3 MV/cm
barrier vanishes, J=0.10 eV: 12.5 MV/cm
WKB exponent at breakdown: 9.78
band transmission at breakdown: 5.7e-05
WKB exponent at peak: 1.83
band transmission at peak: 1.6e-01
```
